# Why image-force lowering for an ion grows as charge to the three-halves

**Question.** An ion of charge \(Z\) leaves a metal in a uniform field that pulls it outward. The image force holds it back, and the field lowers the barrier it must cross. The image energy is quadratic in the charge and the field energy is linear. Why does the lowering follow neither power, but \(Z^{3/2}\)?

**Answer.** The barrier top is not at a fixed place. It sits where the image force and the field force balance, and that place moves outward as \(Z\) grows. To see what this does to the energy, each force must first be traced to its source.

### The attraction: a charge pulled by its own effect

Hartree atomic units are used until the numerical example. The metal fills the half-space \(z<0\) and screens perfectly. The ion is a point charge \(Z>0\) in vacuum at distance \(x\) from the surface. For a real metal, \(x\) is measured from the image plane, the effective plane from which the image force is counted. The ion keeps its charge throughout the escape, and the metal electrons follow its motion without delay.

The metal surface must be an equipotential. A fictitious charge \(-Z\) at \(z=-x\) achieves this. At distance \(r\) from the axis the potential outside the metal is

\[
\phi=\frac{Z}{\sqrt{r^2+(z-x)^2}}-\frac{Z}{\sqrt{r^2+(z+x)^2}},
\]

which vanishes at \(z=0\). The real charge lies on the surface. Its density is the normal field divided by \(4\pi\):

\[
\sigma(r)=-\frac{1}{4\pi}\left.\frac{\partial\phi}{\partial z}\right|_{z=0}
=-\frac{Zx}{2\pi(r^2+x^2)^{3/2}} .
\]

The two terms of \(\phi\) contribute equally here, which turns \(4\pi\) into \(2\pi\). The density is proportional to \(Z\), because the metal supplies as much charge as is needed to cancel the ion's field inside it.

This surface charge acts back on the ion. By symmetry the sideways components cancel, and a ring of radius \(r\) contributes its charge times \(x/(r^2+x^2)^{3/2}\) to the outward field. Hence

\[
E_{\rm ind}=\int_0^\infty 2\pi r\,\sigma(r)\,\frac{x}{(r^2+x^2)^{3/2}}\,dr
=-Zx^2\int_0^\infty\frac{r\,dr}{(r^2+x^2)^3}.
\]

With \(u=r^2+x^2\), the last integral is \(\tfrac12\int_{x^2}^\infty u^{-3}du=1/(4x^4)\), so \(E_{\rm ind}=-Z/(4x^2)\). The force is this field times the ion's charge:

\[
f_{\rm im}=-\frac{Z^2}{4x^2}.
\]

One factor \(Z\) comes from the charge that feels the field, the other from the charge that caused it.

The energy, counted from zero at infinity without an applied field, is

\[
U_{\rm im}(x)=-\int_\infty^x f_{\rm im}(x')\,dx'
=-\frac{Z^2}{4}\int_x^\infty\frac{dx'}{x'^2}
=-\frac{Z^2}{4x}.
\]

Two independent charges \(Z\) and \(-Z\) at separation \(2x\) would have energy \(-Z^2/(2x)\). The factor one half appears because the image moves as the ion moves.

### The pull: a field that does not know the ion

The uniform field \(F\) is set by outside electrodes and does not change when a different ion is chosen. Electrostatics is linear, so its force simply adds to the image force. It is \(ZF\), with a single factor \(Z\). Taking the field's potential as zero at the image plane,

\[
U(x)=-\frac{Z^2}{4x}-ZFx .
\]

Without the field, this energy rises steadily to zero as the ion recedes, and zero is the escape level. With the field, the curve has a top below zero. The lowering \(\Delta\) is the depth of that top.

### The top: where the two powers meet

The slope of the curve is

\[
\frac{dU}{dx}=\frac{Z^2}{4x^2}-ZF .
\]

It vanishes at

\[
x_0=\frac12\sqrt{\frac ZF}.
\]

The second derivative, \(-Z^2/(2x^3)\), is negative, so this is a maximum. At \(x_0\) the two energies are

\[
-\frac{Z^2}{4x_0}=-\frac{Z^2}{2}\sqrt{\frac FZ}=-\frac12Z^{3/2}F^{1/2},
\qquad
-ZFx_0=-\frac12Z^{3/2}F^{1/2}.
\]

They are equal, and their sum gives

\[
\Delta=-U(x_0)=Z^{3/2}F^{1/2}.
\]

The exponent can also be read without differentiation. Let \(A=Z^2/(4x)\) and \(B=ZFx\) be the two depths. Their product,

\[
AB=\frac{Z^3F}{4},
\]

does not contain \(x\). Moving the ion outward trades one depth against the other at constant product. Since \(A+B=(\sqrt A-\sqrt B)^2+2\sqrt{AB}\), the total depth is smallest, and the energy highest, when \(A=B\). The depth is then \(2\sqrt{AB}=Z^{3/2}F^{1/2}\). The top takes the geometric mean of a quadratic and a linear quantity, and the exponent is the mean of 2 and 1.

### Why not linear?

Suppose the surface charge could not respond to the size of the ion's charge, and kept at each \(x\) the pattern that a unit charge would induce. The attraction would be \(-Z/(4x^2)\) and the energy

\[
U_{\rm frozen}=-\frac{Z}{4x}-ZFx=Z\left(-\frac1{4x}-Fx\right).
\]

The bracket does not depend on \(Z\). The top would stay at \(x=1/(2\sqrt F)\), and the lowering would be \(Z\sqrt F\). The same total is found for \(Z\) singly charged ions so far apart that they do not affect each other, since each contributes \(\sqrt F\). The extra factor \(\sqrt Z\) is therefore due to the response of the metal to the whole charge of one ion.

### Why not quadratic?

A quadratic law would require the applied pull to grow as \(Z^2\) too, and it does not. Dividing the true energy by \(Z\) makes this plain:

\[
\frac UZ=-\frac{Z}{4x}-Fx .
\]

Per unit charge, the image term is \(Z\) times stronger while the field term is unchanged. The balance point moves out by \(\sqrt Z\), which weakens the image term again. The lowering per unit charge is \(\sqrt{ZF}\), and multiplication by \(Z\) restores \(Z^{3/2}\).

At a fixed position there is no single power. At the top belonging to \(Z=1\), where \(x=1/(2\sqrt F)\), an ion of charge \(Z\) has depth \(\tfrac12(Z^2+Z)\sqrt F\). For \(Z>1\) this exceeds \(Z^{3/2}\sqrt F\), because that position is no longer the top.

### Numbers for a barium ion at a tungsten tip

In ordinary units, let \(k=e^2/(4\pi\varepsilon_0)=1.440\) eV nm. The two energies are \(-kZ^2/(4x)\) and \(-ZeFx\), so the same steps give

\[
x_0=\frac12\sqrt{\frac{Zk}{eF}},\qquad
\Delta=\sqrt{Z^3keF}=\sqrt{\frac{Z^3e^3F}{4\pi\varepsilon_0}} .
\]

Take \(F=1\) V/nm, which is 10 MV/cm. For \(Z=1\),

\[
x_0=\tfrac12\sqrt{1.440}\ \text{nm}=0.600\ \text{nm},\qquad
\Delta=\sqrt{1.440}\ \text{eV}=1.20\ \text{eV},
\]

with 0.60 eV from each term. For \(Z=2\) in the same field,

\[
x_0=\tfrac12\sqrt{2.880}\ \text{nm}=0.849\ \text{nm},\qquad
\Delta=\sqrt{8\times1.440}\ \text{eV}=3.39\ \text{eV}.
\]

The ratio is \(2^{3/2}=2.83\), between 2 and 4. If the energy of the doubly charged ion is evaluated at the old top, 0.600 nm, the depth is 3.60 eV. The outward shift of the top accounts for the difference of 0.21 eV.

### Can the ion keep its charge?

The formula treats \(Z\) as given, but the metal can return an electron. Let \(I_Z\) be the energy needed to remove the \(Z\)th electron from the free atom, and \(W\) the work function. Capture of one electron takes the ion from charge \(Z\) to \(Z-1\). It releases \(I_Z\), costs \(W\), and changes the electrostatic energy from \(U_Z\) to \(U_{Z-1}\). The energy released is

\[
G_Z=I_Z-W+U_Z-U_{Z-1}
=I_Z-W-\frac{(2Z-1)k}{4x}-eFx ,
\]

since \(Z^2-(Z-1)^2=2Z-1\). Rough values are \(W=4.5\) eV for clean tungsten, and \(I_1=5.2\) eV and \(I_2=10\) eV for barium. A barium layer on the tip lowers \(W\) and makes capture easier, so the results below are for a nearly bare tip.

For \(Z=1\) at its top, \(G_1=5.2-4.5-0.6-0.6=-0.5\) eV. Capture costs energy there. At any other distance the last two terms remove at least as much, by the argument used for \(A+B\), so in this model the singly charged ion is favoured over the neutral atom along the whole path. The margin at the top is \(W-4.0\) eV, so it is lost if \(W\) falls below 4.0 eV. Against the doubly charged ion the singly charged one is favoured only where \(G_2>0\), between 0.20 and 5.3 nm at this field. This range contains the top, but closer in the point-charge energies would favour Ba²⁺ and cannot be trusted.

For \(Z=2\) at its top, \(G_2\) is about \(+3.4\) eV. Capture is strongly downhill, and the value 3.39 eV for the lowering is a comparison at prescribed charge, not a prediction that Ba²⁺ escapes at this field. Setting \(G_2=0\) at the ion's own top gives a field of about 6.7 V/nm, but \(x_0\) is then only 0.33 nm. Capture still releases 0.11 eV a little farther out, at 0.40 nm; making \(G_2\le0\) at every distance takes 7.0 V/nm, with \(x_0=0.32\) nm. At that distance the size of the ion and its short-range forces can no longer be set aside.

### How far the model reaches

The example is meant to illustrate field desorption from a hot tip, with a round field and an assumed temperature of 1000 K. No desorption rate is calculated, since that would also require the binding energy of barium on the tip. Field evaporation of the metal itself needs roughly tens of volts per nanometre. Since \(x_0\) falls as \(F^{-1/2}\), the singly charged top would then lie less than 0.2 nm from the image plane, where a point charge outside a smooth metal is a poor description. Even at 0.6 nm, short-range chemical forces are left out and their effect is not estimated here. The dispersion attraction \(-C_3/x^3\) between the ion's electrons and the metal is also left out. With \(C_3\) of roughly 3 atomic units (0.013 eV nm³), an estimate for Ba⁺ at an ideal conductor, it would deepen the top by about 0.05 eV and move it out to about 0.67 nm; half that \(C_3\) would deepen it by about 0.03 eV.

Three other corrections for \(Z=1\) at 1 V/nm can be sized:

- **Starting level.** \(\Delta\) is the lowering of the top. If the ion starts 0.1 nm outside the image plane, a rough value, the field also lowers its starting energy by 0.10 eV. The activation energy then falls by 1.10 eV instead of 1.20 eV. If it starts as a neutral atom with polarizability volume \(\alpha\) of roughly 0.04 nm³, the starting energy falls by \(\alpha(eF)^2/(2k)=0.014\) eV.

- **Tip curvature.** For a tip of radius \(R=50\) nm, modelled as a sphere at fixed potential, the image energy is \(-kR/[2x(2R+x)]\) and the field energy is \(-eFRx/(R+x)\). To first order in \(x/R\), these raise the top by \(k/(8R)+eFx_0^2/R=0.0036+0.0072=0.011\) eV. The lowering is reduced by about 1%.

- **Tunnelling.** Near its top the barrier is an inverted parabola, with \(M\omega^2=k/(2x_0^3)\) for an ion of mass \(M\). At energy \(\delta\) below the top, transmission falls roughly as \(e^{-2\pi\delta/\hbar\omega}\), while the thermal population grows as \(e^{\delta/k_BT}\). The exponents balance at \(T_c=\hbar\omega/(2\pi k_B)\), which is 1.9 K for \(M=137\) u. At 1000 K the ion goes over the barrier, not through it.

The first two effects change the energies by a tenth of an electronvolt or less, and tunnelling is negligible at 1000 K. The power of \(Z\) found here requires that the ion keep its charge as far as a top that lies well outside the atomic-scale surface region. For Ba²⁺ on tungsten this is not met: at 1 V/nm capture is downhill, and at the field that stops capture the top is only about 0.3 nm out. Where the condition holds, the image energy carries two powers of \(Z\), the field energy carries one, and the balance between them gives \(Z^{3/2}\) for the lowering of the top. The fall in activation energy also contains the shift of the starting level, which is linear in \(Z\). With both ions starting 0.1 nm out at 1 V/nm, the ratio is \(3.19/1.10=2.90\) rather than 2.83.
